# Quarter-power softening of a biaxial macrospin at the astroid: a numerical check

```python
"""Quarter-power softening of a biaxial macrospin at a generic astroid point.

Result under test, for a field inside the astroid at small distance delta:
  omega/(gamma*B_K) = sqrt(d + sin(tc)^2) * (3*sin(2*tc)*delta)^(1/4)
Symbols: m = unit magnetization (x intermediate, y hard, z easy axis),
h = (h_x, h_z) = field/B_K, B_K = easy-axis anisotropy field,
d = hard-axis anisotropy field/B_K, tc = angle of m from z where the
metastable minimum vanishes, delta = distance of h from the astroid.
Energy unit: M_s*B_K*V.  Time unit: 1/(gamma*B_K).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def energy(m, h, d):
    return -0.5*m[2]**2 + 0.5*d*m[1]**2 - h[0]*m[0] - h[1]*m[2]


def rate(m, h, d, alpha=0.0):
    """Landau-Lifshitz-Gilbert equation, dm/dt."""
    field = np.array([h[0], -d*m[1], m[2] + h[1]])
    p = np.cross(m, field)
    return -(p + alpha*np.cross(m, p))/(1 + alpha**2)


def direction(theta, phi=0.0):
    return np.array([np.cos(phi)*np.sin(theta), np.sin(phi),
                     np.cos(phi)*np.cos(theta)])


def torque(theta, h):
    return rate(direction(theta), h, 0.0)[1]


def torque_peak(h):
    return minimize_scalar(lambda t: -torque(t, h), bounds=(0, np.pi/2),
                           method="bounded", options={"xatol": 1e-12}).x


def minimum_and_saddle(h):
    peak = torque_peak(h)
    low = brentq(torque, 0, peak, args=(h,), xtol=1e-15)
    high = brentq(torque, peak, np.pi/2, args=(h,), xtol=1e-15)
    return low, high


def mode_frequency(m, h, d, alpha=0.0):
    """Largest oscillation frequency of the linearized equation of motion."""
    jac = np.zeros((3, 3))
    for k in range(3):
        shifted = m.astype(complex)
        shifted[k] += 1e-30j
        jac[:, k] = rate(shifted, h, d, alpha).imag/1e-30
    return np.max(np.linalg.eigvals(jac).imag)


def frequency(h, d, alpha=0.0):
    return mode_frequency(direction(minimum_and_saddle(h)[0]), h, d, alpha)


def barrier(h):
    low, high = minimum_and_saddle(h)
    return energy(direction(high), h, 0) - energy(direction(low), h, 0)


def astroid(tc):
    return np.array([np.sin(tc)**3, -np.cos(tc)**3])


def inside(tc, delta):
    return astroid(tc) - delta*np.array([np.cos(tc), -np.sin(tc)])


def law(delta, tc, d):
    return np.sqrt(d + np.sin(tc)**2)*(3*np.sin(2*tc)*delta)**0.25


def half_width(delta, tc):
    return np.sqrt(4*delta/(3*np.sin(2*tc)))


def correction(tc, d):
    return (np.sin(2*tc)/(4*(d + np.sin(tc)**2))
            - 1/(3*np.tan(2*tc)))


def curvatures(theta, h, d, step=1e-3):
    e0 = energy(direction(theta), h, d)
    in_plane = (energy(direction(theta + step), h, d) - 2*e0
                + energy(direction(theta - step), h, d))/step**2
    out_plane = (energy(direction(theta, step), h, d) - 2*e0
                 + energy(direction(theta, -step), h, d))/step**2
    return in_plane, out_plane


def period(theta_start, h, d, guess):
    def crossing(t, m):
        return m[1]
    crossing.direction = 1
    run = solve_ivp(lambda t, m: rate(m, h, d), (0, 4.5*guess),
                    direction(theta_start), method="DOP853",
                    rtol=1e-10, atol=1e-12, events=crossing)
    times = run.t_events[0]
    return times[-1] - times[-2]


# Switching field found from loss of the torque zero, against the astroid.
for psi in np.radians([10, 30, 45, 75]):
    unit = np.array([np.sin(psi), -np.cos(psi)])
    found = brentq(lambda s: torque(torque_peak(s*unit), s*unit), 0.45, 1.0)
    formula = (np.sin(psi)**(2/3) + np.cos(psi)**(2/3))**-1.5
    assert abs(found - formula) < 1e-8

# Curvatures by finite differences, and frequency as their geometric mean.
for tc in np.radians([20, 40, 65]):
    for d in (0.5, 25.0):
        flat, stiff = curvatures(tc, astroid(tc), d)
        assert abs(flat) < 1e-5 and abs(stiff - d - np.sin(tc)**2) < 1e-4
        h = 0.6*astroid(tc)
        theta = minimum_and_saddle(h)[0]
        c1, c2 = curvatures(theta, h, d)
        along = h[0]*np.sin(theta) + h[1]*np.cos(theta)
        assert abs(c1 - np.cos(2*theta) - along) < 1e-4
        assert abs(c2 - d - np.cos(theta)**2 - along) < 1e-4
        assert abs(frequency(h, d)/np.sqrt(c1*c2) - 1) < 1e-4

# Prefactor, exponent and first correction on normal and radial paths.
for tc in np.radians([20, 40, 65]):
    for d in (0.5, 25.0):
        delta = 1e-7
        radial = astroid(tc)*(1 - 2*delta/np.sin(2*tc))
        for h in (inside(tc, delta), radial):
            ratio = frequency(h, d)/law(delta, tc, d)
            assert abs(ratio - 1) < 2e-3
            slope = (ratio - 1)/half_width(delta, tc)
            assert abs(slope - correction(tc, d)) < 0.01
        power = np.log10(frequency(inside(tc, 1e-6), d)
                         / frequency(inside(tc, 1e-7), d))
        assert abs(power - 0.25) < 1e-3
        b = barrier(inside(tc, 1e-4))
        assert abs(b/(4/3*1e-4*half_width(1e-4, tc)) - 1) < 0.03

# Exceptional cases: the two kinds of cusp, and a tangential path.
d = 25.0
easy = [mode_frequency(direction(0.0), np.array([0, -(1 - x)]), d)
        for x in (1e-5, 1e-6)]
hard = [mode_frequency(direction(np.arcsin(1 - x)), np.array([1 - x, 0]), d)
        for x in (1e-5, 1e-6)]
easy_power, hard_power = np.log10(easy[0]/easy[1]), np.log10(hard[0]/hard[1])
assert abs(easy_power - 0.5) < 1e-3 and abs(hard_power - 0.5) < 1e-3
tc = np.radians(40)
for sign in (1, -1):
    tangent = sign*np.array([np.sin(tc), np.cos(tc)])
    w = [frequency(astroid(tc) + s*tangent, d) for s in (1e-2, 1e-3)]
    tangent_power = np.log10(w[0]/w[1])
    assert abs(tangent_power - 0.5) < 5e-3
    h = astroid(tc) + 1e-2*tangent
    near = minimize_scalar(lambda t: np.sum((h - astroid(t))**2),
                           bounds=(tc - 0.1, tc + 0.1), method="bounded",
                           options={"xatol": 1e-11})
    assert abs(w[0]/law(np.sqrt(near.fun), tc, d) - 1) < 0.01

# Worked example: thin elliptical memory cell, rough typical parameters.
length, width, thick = 100e-9, 60e-9, 4e-9
Ms, BK, BH, alpha, T, psi = 1.0e6, 0.040, 1.0, 0.01, 4.0, np.radians(30)
exchange = 15e-12
volume = np.pi/4*length*width*thick
d = BH/BK
unit_energy = Ms*BK*volume
gamma = sc.physical_constants["electron gyromag. ratio"][0]
GHz = gamma*BK/(2*np.pi)/1e9
tc = np.arctan(np.tan(psi)**(1/3))
hc = astroid(tc)
hsw = np.hypot(*hc)
assert abs(np.arctan2(hc[0], -hc[1]) - psi) < 1e-12
x0 = 0.03
h0 = (1 - x0)*hc
delta0 = 0.5*np.sin(2*tc)*x0
eta0 = half_width(delta0, tc)
w0 = frequency(h0, d)
low, high = minimum_and_saddle(h0)
lam1, lam2 = curvatures(low, h0, d)

# Time integration at small amplitude and at excess energy k*T.
small = 2*np.pi/period(low + 1e-3, h0, d, 2*np.pi/w0)
assert abs(small/w0 - 1) < 1e-4
target = energy(direction(low), h0, d) + sc.k*T/unit_energy
turn = brentq(lambda t: energy(direction(t), h0, d) - target, low, high)
warm = 2*np.pi/period(turn, h0, d, 2*np.pi/w0)

# Damping ends the oscillation at a small but finite distance.
lam2c = d + np.sin(tc)**2
delta_damp = (alpha**2*lam2c/4)**2/(3*np.sin(2*tc))
assert frequency(inside(tc, 1.2*delta_damp), d, alpha) > 1e-3
assert frequency(inside(tc, 0.8*delta_damp), d, alpha) < 1e-5
w_damped = frequency(h0, d, alpha)


def gap_for_barrier(multiple, temperature):
    return brentq(lambda x: barrier((1 - x)*hc)*unit_energy
                  - multiple*sc.k*temperature, 1e-3, 0.95)


b0 = barrier(h0)*unit_energy
gap_cold, gap_room = gap_for_barrier(25, 4.0), gap_for_barrier(25, 300.0)
B_exchange = 2*exchange*(np.pi/length)**2/Ms

print(f"cell: {length*1e9:.0f} x {width*1e9:.0f} x {thick*1e9:.0f} nm")
print(f"magnetization M_s = {Ms/1e6:.1f} MA/m")
print(f"easy-axis field B_K = {BK*1e3:.0f} mT, hard-axis field = {BH:.1f} T")
print(f"ratio d = {d:.1f}, damping = {alpha}, temperature = {T:.0f} K")
print(f"volume = {volume*1e27:.0f} nm^3")
print(f"energy unit M_s B_K V = {unit_energy/sc.e:.3f} eV")
print(f"gamma B_K/(2 pi) = {GHz:.4f} GHz")
print(f"field angle psi = {np.degrees(psi):.0f} deg from reversed easy axis")
print(f"critical angle theta_c = {np.degrees(tc):.3f} deg")
print(f"sin(2 theta_c) = {np.sin(2*tc):.5f}")
print(f"h_sw = {hsw:.5f}, switching field = {hsw*BK*1e3:.3f} mT")
print(f"out-of-plane curvature at astroid = {lam2c:.4f}")
print(f"law prefactor for (1-h/h_sw)^(1/4) = "
      f"{GHz*law(0.5*np.sin(2*tc), tc, d):.4f} GHz")
print(f"correction coefficient = {correction(tc, d):.5f} per rad")
print("gap 1-h/h_sw | full GHz | law GHz | law with correction GHz")
for x in (0.3, 0.1, 0.03, 0.01, 0.001, 0.0001):
    de = 0.5*np.sin(2*tc)*x
    lead = GHz*law(de, tc, d)
    better = lead*(1 + correction(tc, d)*half_width(de, tc))
    print(f"{x:.4f} | {GHz*frequency((1-x)*hc, d):.4f} | "
          f"{lead:.4f} | {better:.4f}")
last = np.log10(frequency((1-1e-3)*hc, d)/frequency((1-1e-4)*hc, d))
print(f"exponent from last two rows = {last:.5f}")
print(f"exponents: easy cusp {easy_power:.4f}, hard cusp {hard_power:.4f}, "
      f"tangent {tangent_power:.4f}")
print(f"main point: gap = {x0*100:.0f} % = {x0*hsw*BK*1e3:.4f} mT")
print(f"distance delta = {delta0:.6f}, eta = {eta0:.5f} rad")
print(f"angles: minimum {np.degrees(low):.3f}, "
      f"saddle {np.degrees(high):.3f} deg")
print(f"curvatures: in-plane {lam1:.5f}, out-of-plane {lam2:.4f}")
print(f"in-plane curvature from law = {np.sqrt(3*np.sin(2*tc)*delta0):.5f}")
print(f"frequency from time integration = {GHz*small:.4f} GHz")
print(f"damped frequency = {GHz*w_damped:.4f} GHz, "
      f"shift = {100*(w_damped/w0-1):.3f} %")
print(f"oscillation ends at delta = {delta_damp:.3e}, "
      f"radial gap = {2*delta_damp/np.sin(2*tc)*hsw*BK*1e9:.2f} nT")
print(f"barrier = {b0/sc.e*1e3:.3f} meV, "
      f"law = {4/3*delta0*eta0*unit_energy/sc.e*1e3:.3f} meV")
print(f"barrier/kT: {b0/(sc.k*4):.2f} at 4 K, {b0/(sc.k*300):.3f} at 300 K")
print(f"gap with barrier 25 kT: {100*gap_cold:.2f} % at 4 K, "
      f"{100*gap_room:.2f} % at 300 K")
print(f"lifetime at 25 kT, rough attempt rate 1/ns: {np.exp(25)*1e-9:.0f} s")
for name, gap in (("4 K", gap_cold), ("300 K", gap_room)):
    off = law(0.5*np.sin(2*tc)*gap, tc, d)/frequency((1-gap)*hc, d) - 1
    print(f"law minus full frequency at the {name} gap: {100*off:.2f} %")
print(f"frequency shift at excess energy kT, 4 K: {100*(warm/w0-1):.3f} %")
print(f"mode quantum hf/k = {sc.h*GHz*1e9*w0/sc.k:.4f} K")
print(f"exchange stiffness (rough) = {exchange*1e12:.0f} pJ/m")
print(f"exchange field, half wave along length = {B_exchange*1e3:.2f} mT")
print(f"uniform in-plane stiffness field = {lam1*BK*1e3:.2f} mT")
print("all tests passed")
```

It prints:

```
cell: 100 x 60 x 4 nm
magnetization M_s = 1.0 MA/m
easy-axis field B_K = 40 mT, hard-axis field = 1.0 T
ratio d = 25.0, damping = 0.01, temperature = 4 K
volume = 18850 nm^3
energy unit M_s B_K V = 4.706 eV
gamma B_K/(2 pi) = 1.1210 GHz
field angle psi = 30 deg from reversed easy axis
critical angle theta_c = 39.784 deg
sin(2 theta_c) = 0.98347
h_sw = 0.52402, switching field = 20.961 mT
out-of-plane curvature at astroid = 25.4095
law prefactor for (1-h/h_sw)^(1/4) = 6.2016 GHz
correction coefficient = -0.05170 per rad
gap 1-h/h_sw | full GHz | law GHz | law with correction GHz
0.3000 | 4.3799 | 4.5897 | 4.4836
0.1000 | 3.4085 | 3.4874 | 3.4409
0.0300 | 2.5542 | 2.5810 | 2.5621
0.0100 | 1.9508 | 1.9611 | 1.9528
0.0010 | 1.1012 | 1.1028 | 1.1013
0.0001 | 0.6199 | 0.6202 | 0.6199
exponent from last two rows = 0.24956
exponents: easy cusp 0.5000, hard cusp 0.5000, tangent 0.4996
main point: gap = 3 % = 0.6288 mT
distance delta = 0.014752, eta = 0.14142 rad
angles: minimum 31.830, saddle 48.020 deg
curvatures: in-plane 0.20373, out-of-plane 25.4819
in-plane curvature from law = 0.20863
frequency from time integration = 2.5542 GHz
damped frequency = 2.5500 GHz, shift = -0.164 %
oscillation ends at delta = 1.368e-07, radial gap = 5.83 nT
barrier = 13.064 meV, law = 13.090 meV
barrier/kT: 37.90 at 4 K, 0.505 at 300 K
gap with barrier 25 kT: 2.27 % at 4 K, 41.14 % at 300 K
lifetime at 25 kT, rough attempt rate 1/ns: 72 s
law minus full frequency at the 4 K gap: 0.88 %
law minus full frequency at the 300 K gap: 5.80 %
frequency shift at excess energy kT, 4 K: -0.365 %
mode quantum hf/k = 0.1226 K
exchange stiffness (rough) = 15 pJ/m
exchange field, half wave along length = 29.61 mT
uniform in-plane stiffness field = 8.15 mT
all tests passed
```
